# The local force-balance equation for the electron density, part 1

(Sections cited here and not found follow in the second part.)

## 1. One electron on a line

Hartree atomic units are used throughout. Take one electron on a line, with \(H=-\tfrac12\partial_x^2+v(x,t)\) and \(v\) real. Split the wavefunction into real functions, \(\psi=a+ib\). Because \(H\) is a real operator, \(i\partial_t\psi=H\psi\) reads \(i\dot a-\dot b=Ha+iHb\), and its imaginary and real parts are

\[ \dot a=Hb,\qquad \dot b=-Ha. \tag{1} \]

The density is \(n=a^2+b^2\) and the current is \(j=\mathrm{Im}\,\psi^*\psi'=ab'-ba'\), a prime denoting \(\partial_x\). The density changes as

\[ \dot n=2a\,Hb-2b\,Ha=-ab''+ba''+2v(ab-ba)=-(ab'-ba')'=-j'. \]

The potential drops out because it only multiplies. The last step holds because the two \(a'b'\) terms produced by the outer derivative cancel.

The current changes as \(\partial_t j=\dot a\,b'+a\,\dot b'-\dot b\,a'-b\,\dot a'\). Inserting (1) gives \((Hb)b'-a(Ha)'+(Ha)a'-b(Hb)'\), in which \(a\) and \(b\) do not mix:

\[ \partial_t j=\sum_{f=a,b}\big[(Hf)f'-f\,(Hf)'\big]. \]

The potential part of the bracket is \(vff'-f(v'f+vf')=-v'f^2\). The kinetic part is \(-\tfrac12f''f'+\tfrac12ff'''\). To write it as a derivative, use \((f'^2)'=2f'f''\) and \((f^2)'''=2ff'''+6f'f''\):

\[ -\Big[f'^2-\tfrac14(f^2)''\Big]'=-2f'f''+\tfrac12ff'''+\tfrac32f'f''=-\tfrac12f'f''+\tfrac12ff'''. \]

Summing over \(f=a,b\),

\[ \partial_t j=-n\,v'-T',\qquad T=|\psi'|^2-\tfrac14n''. \]

This is Newton's second law for an element of the electron fluid. With unit mass, \(j\) is also the momentum density, \(-nv'\) is the external force density, and \(T\) is the flux of momentum through the point \(x\). Differentiating \(\dot n=-j'\) in time and inserting this result gives

\[ \partial_t^2n=(nv')'+T''. \]

The ground state of the oscillator \(v=\tfrac12\omega^2x^2\) shows the balance explicitly. Here \(\psi\propto e^{-\omega x^2/2}\), so \(\psi'=-\omega x\psi\), \(n'=-2\omega xn\) and \(n''=(4\omega^2x^2-2\omega)n\). Then \(T=\omega^2x^2n-\omega^2x^2n+\tfrac12\omega n=\tfrac12\omega n\), and \(T'=-\omega^2xn=-nv'\). The inward pull is held by a pressure proportional to the density. The term \(-\tfrac14n''\) cannot be omitted: \(|\psi'|^2\) alone vanishes at the centre, where the pressure is largest.

## 2. The many-electron problem

The Hamiltonian is

\[ H(t)=-\tfrac12\sum_{j=1}^N\nabla_j^2+U,\qquad U=\sum_jv(\mathbf r_j,t)+\sum_{j<l}w(|\mathbf r_j-\mathbf r_l|). \]

The assumptions are these. The potentials \(v\) and \(w\) are real, multiplicative and independent of spin, and there is no vector potential. The state \(\Psi(\mathbf r_1\sigma_1,\dots,\mathbf r_N\sigma_N,t)\) is any normalised antisymmetric solution of \(i\partial_t\Psi=H\Psi\). For now \(\Psi\) has four continuous spatial derivatives and \(U\) has two (three and one suffice for (4); equation (5) takes one further derivative); the Coulomb points are treated in part 6. Finally \(\Psi\) and its derivatives decay fast enough that surface integrals at infinity vanish.

The symbol \(\int'\) means the sum over all \(N\) spins and the integral over \(\mathbf r_2,\dots,\mathbf r_N\), with \(\mathbf r_1=\mathbf r\) held fixed. Latin indices \(i,k\) label the Cartesian components of \(\mathbf r_1\), and repeated indices are summed. Define

\[ n=N\!\int'\!|\Psi|^2,\qquad j_k=N\!\int'\!\mathrm{Im}\,\Psi^*\partial_k\Psi, \]

\[ T_{ik}=N\!\int'\!\mathrm{Re}\,(\partial_i\Psi^*\,\partial_k\Psi)-\tfrac14\partial_i\partial_kn, \tag{2} \]

\[ W_k(\mathbf r)=\int\!\rho_2(\mathbf r,\mathbf r')\,\partial_kw(|\mathbf r-\mathbf r'|)\,d^3r'. \tag{3} \]

The pair density \(\rho_2(\mathbf r,\mathbf r')\) is \(N(N-1)\) times \(|\Psi|^2\) summed over all spins and integrated over \(\mathbf r_3,\dots,\mathbf r_N\), with \(\mathbf r_1=\mathbf r\) and \(\mathbf r_2=\mathbf r'\). It integrates to \(N(N-1)\). The factor \(N\) in \(n\) and \(\mathbf j\) arises because each of the \(N\) electrons can be at \(\mathbf r\), and the symmetry of \(|\Psi|^2\) under exchange makes the \(N\) contributions equal. The derivative in (3) acts on \(\mathbf r\), so the force density exerted by the other electrons is \(-\mathbf W\).

The result is the pair of equations

\[ \partial_tj_k=-n\,\partial_kv-\partial_iT_{ik}-W_k, \tag{4} \]

\[ \partial_t^2n=\nabla\!\cdot(n\nabla v)+q,\qquad q=\partial_k\partial_iT_{ik}+\partial_kW_k. \tag{5} \]

The stress tensor enters (5) through a double divergence and the vector \(\mathbf W\) through a single one.

## 3. Identities in configuration space

Since \(H\) does not act on spin, each spin component of \(\Psi\) obeys the Schrödinger equation separately. Fix the spins, write \(\Psi=a+ib\), and let \(\lambda\) run over all \(3N\) coordinates, so that \(H=-\tfrac12\partial_\lambda\partial_\lambda+U\). Equations (1) hold unchanged. Put \(\rho=a^2+b^2\) and \(J_\lambda=a\,\partial_\lambda b-b\,\partial_\lambda a\).

For the density,

\[ \partial_t\rho=2a\,Hb-2b\,Ha=-a\,\partial_\lambda\partial_\lambda b+b\,\partial_\lambda\partial_\lambda a+2(a\,Ub-b\,Ua)=-\partial_\lambda J_\lambda. \tag{6} \]

The \(U\) terms cancel because \(U\) multiplies, and in \(\partial_\lambda J_\lambda\) the terms \(\partial_\lambda a\,\partial_\lambda b\) cancel.

For the current along a coordinate \(k\) of electron 1, the product rule and (1) give, exactly as on the line,

\[ \partial_tJ_k=\sum_{f=a,b}\big[(Hf)\,\partial_kf-f\,\partial_k(Hf)\big]. \]

The potential part of the bracket is \(Uf\,\partial_kf-f(f\,\partial_kU+U\,\partial_kf)=-f^2\partial_kU\). With subscripts on \(f\) for derivatives, the kinetic part is \(-\tfrac12f_{\lambda\lambda}f_k+\tfrac12ff_{\lambda\lambda k}\). Two product-rule expansions turn it into a divergence:

\[ \partial_\lambda(f_\lambda f_k)=f_{\lambda\lambda}f_k+f_\lambda f_{\lambda k}, \]

\[ \partial_\lambda\partial_\lambda\partial_k(f^2)=2\,\partial_\lambda\partial_\lambda(ff_k)=2f_{\lambda\lambda}f_k+4f_\lambda f_{\lambda k}+2ff_{\lambda\lambda k}. \]

Minus the first plus one quarter of the second is

\[ -f_{\lambda\lambda}f_k-f_\lambda f_{\lambda k}+\tfrac12f_{\lambda\lambda}f_k+f_\lambda f_{\lambda k}+\tfrac12ff_{\lambda\lambda k}=-\tfrac12f_{\lambda\lambda}f_k+\tfrac12ff_{\lambda\lambda k}, \]

which is the kinetic part. The coefficient \(\tfrac14\) is the only one that removes \(f_\lambda f_{\lambda k}\). Summing over \(f=a,b\), and using \(\partial_\lambda a\,\partial_ka+\partial_\lambda b\,\partial_kb=\mathrm{Re}(\partial_\lambda\Psi^*\partial_k\Psi)\),

\[ \partial_tJ_k=-\rho\,\partial_kU-\partial_\lambda\tau_{\lambda k},\qquad \tau_{\lambda k}=\mathrm{Re}(\partial_\lambda\Psi^*\partial_k\Psi)-\tfrac14\partial_\lambda\partial_k\rho. \tag{7} \]

Equations (6) and (7) hold point by point in configuration space and use no property of particle statistics.

## 4. Reduction to three dimensions

Apply \(N\int'\) to (6) and (7). In each divergence, the terms with \(\lambda\) belonging to electrons \(2,\dots,N\) are total derivatives in a variable that is integrated over. By Gauss's theorem they are surface integrals at infinity, which vanish by assumption. The three terms with \(\lambda=i\) belonging to electron 1 are derivatives with respect to the fixed point \(\mathbf r\) and come outside the integral. Equation (6) becomes

\[ \partial_tn=-\partial_kj_k. \tag{8} \]

In (7), \(N\int'\tau_{ik}=T_{ik}\), since \(N\int'\partial_i\partial_k\rho=\partial_i\partial_kn\).

The force term needs \(\partial_kU\). Only the pieces of \(U\) that contain \(\mathbf r_1\) survive the derivative:

\[ \partial_kU=\partial_kv(\mathbf r_1,t)+\sum_{l=2}^N\partial_kw(|\mathbf r_1-\mathbf r_l|). \]

The first term does not depend on the integration variables and gives \(n\,\partial_kv\). In the \(l\)-th pair term, rename the dummy variables \(\mathbf r_l\sigma_l\leftrightarrow\mathbf r_2\sigma_2\). Antisymmetry changes only the sign of \(\Psi\), so \(|\Psi|^2\) is unchanged and every term equals the \(l=2\) term. The \(N-1\) equal terms and the prefactor \(N\) give

\[ N(N-1)\!\int'\!|\Psi|^2\,\partial_kw(|\mathbf r-\mathbf r_2|)=W_k(\mathbf r). \]

No factor \(\tfrac12\) appears, unlike in the interaction energy, because the force on the electron at \(\mathbf r\) counts ordered pairs. This establishes (4). Differentiating (8) in time and exchanging \(\partial_t\) with \(\partial_k\),

\[ \partial_t^2n=-\partial_k\,\partial_tj_k=\partial_k(n\,\partial_kv)+\partial_k\partial_iT_{ik}+\partial_kW_k, \]

which is (5). All three signs are positive because one minus sign comes from (8) and one from (4).

No \(\partial_tv\) appears in (5), although two time derivatives were taken. The first derivative produced (8), whose right side contains \(\Psi\) but not \(v\). The second therefore acted on \(\Psi\) alone and brought in \(H(t)\) once, at the same instant. Only the symmetry of \(|\Psi|^2\) was used, so (4) and (5) hold for bosons as well, and, being linear in the density operator, for ensembles with fixed weights.

## 5. Meaning of the terms

**The stress tensor.** Let \(\gamma(\mathbf r,\mathbf r')=N\int'\Psi(\mathbf r,\dots)\Psi^*(\mathbf r',\dots)\). The Wigner function \(f_W(\mathbf r,\mathbf p)\) is defined by \(\gamma(\mathbf r+\tfrac12\mathbf s,\mathbf r-\tfrac12\mathbf s)=\int f_We^{i\mathbf p\cdot\mathbf s}d^3p\). Two derivatives with respect to \(\mathbf s\) at \(\mathbf s=0\) give

\[ \int p_ip_kf_W\,d^3p=-\tfrac14(\partial_i-\partial_i')(\partial_k-\partial_k')\gamma\big|_{\mathbf r'=\mathbf r}. \]

On the diagonal, \(\partial_i\partial_kn=(\partial_i+\partial_i')(\partial_k+\partial_k')\gamma\). The two products differ only in the sign of the cross terms \(C=(\partial_i\partial_k'+\partial_i'\partial_k)\gamma=2N\int'\mathrm{Re}(\partial_i\Psi^*\partial_k\Psi)\), so the right side is \(-\tfrac14(\partial_i\partial_kn-2C)=T_{ik}\). Thus \(T_{ik}\) is the second momentum moment of the Wigner function, the quantum form of the momentum flux of a gas. It is symmetric in \(i,k\). Its trace integrates to \(N\int|\nabla_1\Psi|^2=2\langle K\rangle\), with \(K\) the kinetic energy, because \(\int\nabla^2n=0\).

Only the divergence of \(T\) enters (4). Since \(\partial_i(\partial_i\partial_kn)=\partial_k\nabla^2n=\partial_i(\delta_{ik}\nabla^2n)\), the tensor

\[ \tilde T_{ik}=N\!\int'\!\mathrm{Re}(\partial_i\Psi^*\partial_k\Psi)-\tfrac14\delta_{ik}\nabla^2n \tag{9} \]

has the same divergence and different local values. A quoted value of the stress has meaning only together with the form chosen.

When all electrons share one spatial orbital \(\sqrt{n/N}\,e^{iS}\), which is possible for one electron or a two-electron singlet, the gradient of \(\sqrt n\,e^{iS}\) is \((\partial_kn/(2\sqrt n)+i\sqrt n\,\partial_kS)e^{iS}\). With the velocity \(u_k=j_k/n=\partial_kS\),

\[ T_{ik}=n\,u_iu_k+\frac{\partial_in\,\partial_kn}{4n}-\tfrac14\partial_i\partial_kn. \tag{10} \]

The first term is the convective flux of ordinary hydrodynamics and the rest is fixed by the shape of the density.

**The interaction term.** Write \(\rho_2(\mathbf r,\mathbf r')=n(\mathbf r)[n(\mathbf r')+n_{xc}(\mathbf r,\mathbf r')]\), which defines the exchange-correlation hole. The first part of (3) is then \(n\nabla v_H\) with \(v_H=\int n(\mathbf r')w\,d^3r'\). In the Hartree mean field, where the hole is dropped, \(\nabla\cdot\mathbf W\) merges with the external term into \(\nabla\cdot[n\nabla(v+v_H)]\).

**Global laws.** The function \(\rho_2\) is symmetric under \(\mathbf r\leftrightarrow\mathbf r'\), and \(\nabla w=w'(u)\,(\mathbf r-\mathbf r')/u\), with \(u=|\mathbf r-\mathbf r'|\), is odd. Hence \(\int\mathbf W=0\). Averaging \(\int\mathbf r\times\mathbf W\) with its relabelled copy gives \(\tfrac12\iint\rho_2\,(\mathbf r-\mathbf r')\times\nabla w=0\), because the two vectors are parallel. The interaction exerts no net force and no net torque. Multiply (5) by \(x\) and integrate by parts. The \(T\) term vanishes after two integrations, since \(\partial_i\partial_kx=0\), and the \(W\) term gives \(-\int W_x=0\), so

\[ \frac{d^2}{dt^2}\Big\langle\sum_jx_j\Big\rangle=-\int n\,\partial_xv. \tag{11} \]

Multiplying instead by \(r^2\), with \(\partial_kr^2=2r_k\) and \(\partial_i\partial_kr^2=2\delta_{ik}\), gives

\[ \frac{d^2}{dt^2}\!\int\! r^2n=4\langle K\rangle-2\!\int\! n\,\mathbf r\cdot\nabla v-2\!\int\!\mathbf r\cdot\mathbf W. \]

The same averaging yields \(\int\mathbf r\cdot\mathbf W=\tfrac12\iint\rho_2\,u\,w'(u)\), which for \(w=1/u\) is \(-E_{ee}\). For a stationary state the left side vanishes and the virial theorem \(2\langle K\rangle+E_{ee}=\int n\,\mathbf r\cdot\nabla v\) remains. More strongly, in any stationary state \(\partial_t\mathbf j=0\), and (4) holds as a vector balance at each point:

\[ n\,\partial_kv+\partial_iT_{ik}+W_k=0. \tag{12} \]

## 6. Coulomb singularities and other limits of validity

**Electron-electron coalescence.** Let \(\mathbf u=\mathbf r_2-\mathbf r_1\) and \(\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2)\). The chain rule gives \(-\tfrac12(\nabla_1^2+\nabla_2^2)=-\tfrac14\nabla_R^2-\nabla_u^2\). If \(H\Psi\) is bounded at \(u=0\), then \(-\nabla_u^2\Psi\) must cancel \(\Psi/u\). Since \(\nabla_u^2(u/2)=1/u\), this requires \(\Psi=\Psi_0(1+\tfrac12u)\) plus terms less singular, with \(\Psi_0\) depending on \(\mathbf R\) and the other coordinates. Then \(\nabla\Psi\) is bounded and \(\tau\) grows at most as \(1/u\). Assume this form, and assume that \(\partial_t\Psi\) also has a bounded gradient.

Equation (7) holds for \(u>\varepsilon\). Use \((\mathbf r_1,\mathbf u)\) as variables, so that the excluded ball is fixed. A derivative \(\partial_i\) with respect to \(\mathbf r_1\) at fixed \(\mathbf r_2\) equals the derivative at fixed \(\mathbf u\) minus \(\partial/\partial u_i\). The derivative at fixed \(\mathbf u\) moves both electrons together, does not worsen the \(1/u\) behaviour, and comes outside the integral. The \(\partial/\partial u_i\) terms are surface integrals over a sphere of area \(4\pi\varepsilon^2\) of a quantity of order \(1/\varepsilon\), and they vanish as \(\varepsilon\to0\). The force \(\nabla w\sim u^{-2}\) is integrable against \(u^2du\). The same estimate removes the surface terms where two of the electrons \(2,\dots,N\) meet. Equation (4) therefore survives, with finite \(T\) and \(\mathbf W\).

The force-balance equations (4) and (5) have been derived and their terms interpreted, and (4) has been shown to survive the Coulomb singularity where two electrons meet. Still to come are the point nucleus and other limits of validity, the use of (5) in the van Leeuwen construction, and two worked examples.
